# The spontaneous 2p to 1s decay rate of one-electron atoms: verification in Python

```python
"""
Spontaneous decay 2p -> 1s of a one-electron atom with nuclear charge Z.
Result under test, in Hartree atomic units:
    A = (2/3)^8 alpha^3 Z^4,  equal to (2/3)^8 Z^4 alpha^5 m c^2 / hbar.
A: decay rate, alpha: fine-structure constant, c = 1/alpha: speed of light,
omega: transition frequency, d = <1s|r|2p>: dipole vector (electron charge 1).
Assumptions: fixed nucleus, no spin or relativity, wavelength >> atom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

alpha = const.fine_structure
time_unit = const.physical_constants["atomic unit of time"][0]


def rate_formula(Z):
    return (2 / 3) ** 8 * alpha**3 * Z**4


# --- Exact dipole vectors from the explicit wave functions, m = 0 and m = 1
r, theta, phi, Zs = sp.symbols("r theta phi Z", positive=True)
psi_1s = sp.sqrt(Zs**3 / sp.pi) * sp.exp(-Zs * r)
radial_2p = sp.sqrt(Zs**5) * r * sp.exp(-Zs * r / 2)
psi_2p = {
    0: radial_2p * sp.cos(theta) / (4 * sp.sqrt(2 * sp.pi)),
    1: -radial_2p * sp.sin(theta) * (sp.cos(phi) + sp.I * sp.sin(phi))
    / (8 * sp.sqrt(sp.pi)),
}
position = [r * sp.sin(theta) * sp.cos(phi),
            r * sp.sin(theta) * sp.sin(phi),
            r * sp.cos(theta)]


def space_integral(f):
    f = sp.integrate(sp.expand(f * r**2 * sp.sin(theta)), (phi, 0, 2 * sp.pi))
    f = sp.integrate(sp.expand(f), (theta, 0, sp.pi))
    return sp.simplify(sp.integrate(sp.expand(f), (r, 0, sp.oo)))


omega_exact = sp.Rational(3, 8) * Zs**2
dipole_squared = {}
for m, state in psi_2p.items():
    vector = [space_integral(psi_1s * x * state) for x in position]
    dipole_squared[m] = sp.simplify(sum(v * sp.conjugate(v) for v in vector))
    expected = sp.Rational(2**15, 3**10) / Zs**2
    assert sp.simplify(dipole_squared[m] - expected) == 0
    coefficient = sp.Rational(4, 3) * omega_exact**3 * dipole_squared[m]
    assert sp.simplify(coefficient - sp.Rational(2, 3) ** 8 * Zs**4) == 0


# --- Radial Schroedinger equation on one fixed grid, not scaled with Z
def grid_solution(Z, mass=1.0, step=0.005, r_max=60.0):
    x = step * np.arange(1, int(round(r_max / step)))
    off = np.full(len(x) - 1, -0.5 / (mass * step**2))

    def solve(l, count):
        diag = 1 / (mass * step**2) + l * (l + 1) / (2 * mass * x**2) - Z / x
        return eigh_tridiagonal(diag, off, select="i",
                                select_range=(0, count - 1))

    energy_s, u_s = solve(0, 2)
    energy_p, u_p = solve(1, 1)
    radial = np.sum(u_s[:, 0] * x * u_p[:, 0])  # vectors have unit norm
    omega = energy_p[0] - energy_s[0]
    gap_2s = energy_p[0] - energy_s[1]
    rate = 4 / 3 * alpha**3 * omega**3 * radial**2 / 3
    return omega, abs(radial) / np.sqrt(3), rate, gap_2s


grid = {Z: grid_solution(Z) for Z in (1, 2, 3)}
for Z, (omega, dipole, rate, gap_2s) in grid.items():
    assert abs(omega / (3 * Z**2 / 8) - 1) < 1e-3  # grid error ~ (Z*step)^2
    assert abs(dipole * Z * 243 * np.sqrt(2) / 256 - 1) < 1e-3
    assert abs(rate / rate_formula(Z) - 1) < 1e-3
    assert abs(gap_2s) < 1e-3 * omega  # 2s and 2p are degenerate
exponent = np.log(grid[3][2] / grid[1][2]) / np.log(3)
assert abs(exponent - 4) < 1e-3
half_mass_ratio = grid_solution(1, mass=0.5)[2] / grid[1][2]
assert abs(half_mass_ratio - 0.5) < 1e-3  # rate proportional to reduced mass


# --- Momentum matrix element with the photon phase exp(-i k.r) kept:
#     k along z, 2p orbital and polarization along x, derivative acts on 2p
def momentum_element(Z, k):
    nodes, weights = np.polynomial.legendre.leggauss(80)
    radius = (nodes + 1) * 20 / Z
    w_radius = weights * 20 / Z
    R, mu = np.meshgrid(radius, nodes, indexing="ij")
    f = (R**2 * np.exp(-1.5 * Z * R) * (1 - Z * R * (1 - mu**2) / 4)
         * np.cos(k * R * mu))
    return Z**4 / (2 * np.sqrt(2)) * (w_radius @ f @ weights)


def phase_factor(Z):
    return (1 + (Z * alpha / 4) ** 2) ** (-4)


dipole_H = 256 / (243 * np.sqrt(2))
omega_H = 3 / 8
for Z in (1, 30, 80):  # large Z only makes the phase effect easy to see
    p_long_wave = momentum_element(Z, 0.0)
    assert abs(p_long_wave / (omega_H * Z**2 * dipole_H / Z) - 1) < 1e-9
    p_full = momentum_element(Z, omega_H * Z**2 * alpha)
    assert abs((p_full / p_long_wave) ** 2 - phase_factor(Z)) < 1e-9

# --- Explicit sum over box modes and both polarizations in a thin shell
rate_H = rate_formula(1)
shell_radius, half_width = 60.3, 2.0
side = np.arange(-63, 64)
n = np.stack(np.meshgrid(side, side, side, indexing="ij"), -1).reshape(-1, 3)
length = np.sqrt(np.sum(n**2, axis=1))
keep = np.abs(length - shell_radius) < half_width
n, length = n[keep], length[keep]
box = 2 * np.pi * shell_radius / (omega_H * alpha)
omega_k = 2 * np.pi * length / (box * alpha)
direction = n / length[:, None]
pol_1 = np.cross(direction, np.array([0.31, 0.52, 0.79]))
pol_1 /= np.linalg.norm(pol_1, axis=1)[:, None]
pol_2 = np.cross(direction, pol_1)
p_vector = np.array([0.0, 0.0, momentum_element(1, 0.0)])
coupling_sq = (2 * np.pi / (omega_k * box**3)
               * ((pol_1 @ p_vector) ** 2 + (pol_2 @ p_vector) ** 2))
shell_range = 2 * half_width / shell_radius * omega_H
strength = coupling_sq.sum() / shell_range  # sum of |M|^2 per unit frequency
rate_modes = 2 * np.pi * strength
assert abs(rate_modes / rate_H - 1) < 0.01  # ragged edge of a lattice shell

# --- Exponential decay: one level coupled to many modes, diagonalized
detuning = np.linspace(-100, 100, 1601)  # in units of the decay rate
spacing = detuning[1] - detuning[0]
H = np.diag(np.concatenate(([0.0], detuning)))
H[0, 1:] = H[1:, 0] = np.sqrt(strength * spacing / rate_H)
levels, vectors = np.linalg.eigh(H)
survival = {}
for t in (0.5, 1.0, 2.0):  # in lifetimes
    amplitude = np.sum(vectors[0] ** 2 * np.exp(-1j * levels * t))
    survival[t] = abs(amplitude) ** 2
    # finite band and lattice sum each leave an error below about one percent
    assert abs(survival[t] / np.exp(-t) - 1) < 0.03

# --- SI values
rate_SI = rate_H / time_unit
rate_from_mc2 = (2 / 3) ** 8 * alpha**5 * const.m_e * const.c**2 / const.hbar
assert abs(rate_SI / rate_from_mc2 - 1) < 1e-7
lifetime_ns = 1e9 / rate_SI
assert abs(rate_SI / 6.27e8 - 1) < 1e-3 and round(lifetime_ns, 1) == 1.6
mass_factor = 1 / (1 + const.m_e / const.m_p)

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"alpha^3 = {alpha**3:.5e}")
print(f"atomic unit of time = {time_unit:.6e} s")
print("Hydrogen, Z = 1, from the formulas:")
print(f"  transition frequency omega = {omega_H:.4f} hartree")
print(f"  dipole d_z = {dipole_H:.5f} bohr")
print(f"  squared dipole = {dipole_H**2:.5f} bohr^2")
print(f"  (2/3)^8 = {(2 / 3)**8:.6f}")
print(f"  decay rate = {rate_H:.5e} atomic units")
print(f"  decay rate = {rate_SI:.4e} 1/s")
print(f"  lifetime = {lifetime_ns:.4f} ns")
print(f"  omega * lifetime = {omega_H / rate_H:.3e} rad")
print("Formula for other nuclear charges:")
for Z in (2, 3):
    rate_Z = rate_formula(Z) / time_unit
    print(f"  Z = {Z}: rate = {rate_Z:.4e} 1/s, "
          f"lifetime = {1e9 / rate_Z:.5f} ns")
print("Radial equation solved on a grid:")
for Z, (omega, dipole, rate, gap_2s) in grid.items():
    print(f"  Z = {Z}: omega = {omega:.5f} hartree, d_z = {dipole:.5f} bohr, "
          f"rate = {rate / time_unit:.4e} 1/s")
print(f"  exponent of Z between Z = 1 and 3 = {exponent:.4f}")
print(f"  rate ratio, reduced mass 1/2 to 1 = {half_mass_ratio:.4f}")
print("Sum over box modes and polarizations:")
print(f"  modes counted = {2 * len(n)}")
print(f"  rate from sum / rate from formula = {rate_modes / rate_H:.4f}")
print("Survival probability of 2p, diagonalization and exponential:")
for t, value in survival.items():
    print(f"  t = {t:.1f} lifetimes: {value:.4f} and {np.exp(-t):.4f}")
print("Size of neglected effects:")
print(f"  hydrogen, moving proton: rate factor = {mass_factor:.6f}")
print(f"  hydrogen, moving proton: rate = {rate_SI * mass_factor:.4e} 1/s")
for Z in (1, 30):
    print(f"  photon phase, Z = {Z}: relative loss of rate = "
          f"{1 - phase_factor(Z):.3e}")
print("all good")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353
alpha^3 = 3.88594e-07
atomic unit of time = 2.418884e-17 s
Hydrogen, Z = 1, from the formulas:
  transition frequency omega = 0.3750 hartree
  dipole d_z = 0.74494 bohr
  squared dipole = 0.55493 bohr^2
  (2/3)^8 = 0.039018
  decay rate = 1.51623e-08 atomic units
  decay rate = 6.2683e+08 1/s
  lifetime = 1.5953 ns
  omega * lifetime = 2.473e+07 rad
Formula for other nuclear charges:
  Z = 2: rate = 1.0029e+10 1/s, lifetime = 0.09971 ns
  Z = 3: rate = 5.0773e+10 1/s, lifetime = 0.01970 ns
Radial equation solved on a grid:
  Z = 1: omega = 0.37500 hartree, d_z = 0.74494 bohr, rate = 6.2683e+08 1/s
  Z = 2: omega = 1.49995 hartree, d_z = 0.37248 bohr, rate = 1.0029e+10 1/s
  Z = 3: omega = 3.37474 hartree, d_z = 0.24833 bohr, rate = 5.0769e+10 1/s
  exponent of Z between Z = 1 and 3 = 3.9999
  rate ratio, reduced mass 1/2 to 1 = 0.5000
Sum over box modes and polarizations:
  modes counted = 366200
  rate from sum / rate from formula = 1.0014
Survival probability of 2p, diagonalization and exponential:
  t = 0.5 lifetimes: 0.6090 and 0.6065
  t = 1.0 lifetimes: 0.3685 and 0.3679
  t = 2.0 lifetimes: 0.1350 and 0.1353
Size of neglected effects:
  hydrogen, moving proton: rate factor = 0.999456
  hydrogen, moving proton: rate = 6.2649e+08 1/s
  photon phase, Z = 1: relative loss of rate = 1.331e-05
  photon phase, Z = 30: relative loss of rate = 1.189e-02
all good
```
